# El-Sayed's Rule in Formaldehyde from One-Centre p-Orbital Matrix Elements: test program

```python
"""
El-Sayed's rule for planar carbonyls, tested on formaldehyde.
Result under test: singlet and triplet states couple through
  H = 1/(2 m^2 c^2) sum_i s_i . (grad V x p_i)
when n (in-plane p) is exchanged for pi (out-of-plane p), with strength
|h(n,pi)|/2; states of the same configuration do not couple.
Axes: z along CO, molecule in the yz plane, pi orbitals made of p_x.
h(a,b): orbital element of hbar (grad V x p)/(2 m^2 c^2), in cm^-1.
zeta_A: modulus of h_z between 2p_y and 2p_x on atom A.
A coupling is the root of the summed squares over triplet sublevels.
Internally hbar = m = e = 1 (Hartree atomic units).
"""
import numpy as np
import sympy as sp
from scipy import constants
from pyscf import gto, scf, dft

HARTREE_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
SCALE = constants.fine_structure**2 / 2 * HARTREE_CM
CM_TO_MEV = constants.h * constants.c * 100 / constants.e * 1000

# ---- action of l on real p orbitals, by symbolic differentiation ----
xyz = sp.symbols("x y z", real=True)
radius = sp.sqrt(sum(q**2 for q in xyz))
radial = (1 + 2 * radius) * sp.exp(-3 * radius)
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    for j in range(3):
        p_orb = xyz[j] * radial
        l_p = -sp.I * (xyz[a] * sp.diff(p_orb, xyz[b])
                       - xyz[b] * sp.diff(p_orb, xyz[a]))
        expected = sp.I * radial * sum(
            sp.LeviCivita(k, j, m) * xyz[m] for m in range(3))
        assert sp.simplify(l_p - expected) == 0

# ---- many-electron states in the orbitals n, pi, pi* ----
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def annihilation_operators(count):
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    result = []
    for site in range(count):
        op = np.eye(1)
        for other in range(count):
            factor = (parity if other < site else
                      lower if other == site else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return result


ANN = annihilation_operators(6)      # spin orbital = 2*orbital + spin
N, PI, PISTAR = 0, 1, 2
GROUND = np.zeros(64)
GROUND[0] = 1
for spin_orbital in range(4):        # n and pi doubly occupied
    GROUND = ANN[spin_orbital].T @ GROUND


def excited(hole, particle, spin_matrix):
    state = np.zeros(64, dtype=complex)
    for s in range(2):
        for t in range(2):
            state += spin_matrix[s, t] * (
                ANN[2 * particle + s].T @ ANN[2 * hole + t] @ GROUND)
    return state / np.sqrt(2)


def state_couplings(h):
    """Singlet-triplet couplings from explicit many-electron matrices."""
    ham = np.zeros((64, 64), dtype=complex)
    for k in range(3):
        for p in range(3):
            for q in range(3):
                for s in range(2):
                    for t in range(2):
                        ham += (h[k, p, q] * PAULI[k, s, t] / 2
                                * ANN[2 * p + s].T @ ANN[2 * q + t])
    singlets = {"S0": GROUND, "S_n": excited(N, PISTAR, np.eye(2)),
                "S_pi": excited(PI, PISTAR, np.eye(2))}
    triplets = {"T_n": [excited(N, PISTAR, m) for m in PAULI],
                "T_pi": [excited(PI, PISTAR, m) for m in PAULI]}
    return {(s, t): np.sqrt(sum(abs(np.vdot(bra, ham @ ket))**2
                                for ket in kets))
            for s, bra in singlets.items() for t, kets in triplets.items()}


def coupling_formulas(h):
    size = np.linalg.norm
    return {("S0", "T_n"): size(h[:, N, PISTAR]) / np.sqrt(2),
            ("S0", "T_pi"): size(h[:, PI, PISTAR]) / np.sqrt(2),
            ("S_n", "T_pi"): size(h[:, N, PI]) / 2,
            ("S_pi", "T_n"): size(h[:, N, PI]) / 2,
            ("S_n", "T_n"): 0.0, ("S_pi", "T_pi"): 0.0}


random_real = np.random.default_rng(5).normal(size=(3, 3, 3))
random_h = 1j * (random_real - random_real.transpose(0, 2, 1))
explicit, derived = state_couplings(random_h), coupling_formulas(random_h)
for pair in derived:
    assert abs(explicit[pair] - derived[pair]) < 1e-12


# ---- molecular orbitals and spin-orbit integrals ----
def solve(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    coeff, labels = mf.mo_coeff, mol.ao_labels(fmt=None)
    odd = np.array([lab[3] in ("x", "xy", "xz") for lab in labels])
    overlap_c = mol.intor("int1e_ovlp") @ coeff
    is_pi = np.sum(coeff[odd] * overlap_c[odd], axis=0) > 0.5
    filled = mf.mo_occ > 0
    chosen = [np.where(filled & ~is_pi)[0][-1],
              np.where(filled & is_pi)[0][-1],
              np.where(~filled & is_pi)[0][0]]
    orbitals = coeff[:, chosen].copy()
    density, nao = mf.make_rdm1(), mol.nao
    bare = mol.intor("int1e_pnucxp", comp=3)
    repulsion = mol.intor("int2e_p1vxp1", comp=3)
    hartree = (repulsion.reshape(3 * nao**2, nao**2)
               @ density.ravel()).reshape(3, nao, nao)
    return mol, mf, orbitals, SCALE * bare, SCALE * (bare + hartree)


def in_orbitals(w, orbitals):
    return 1j * np.einsum("ip,kij,jq->kpq", orbitals, w, orbitals)


CO, CH, HCH = 1.21, 1.10, 116.0
half = np.radians(HCH / 2)
formaldehyde = [["C", (0, 0, 0)], ["O", (0, 0, CO)],
                ["H", (0, CH * np.sin(half), -CH * np.cos(half))],
                ["H", (0, -CH * np.sin(half), -CH * np.cos(half))]]
mol, mf, orbs, w_bare, w_full = solve(formaldehyde, "sto-3g")
index = {(lab[1], lab[2] + lab[3]): i
         for i, lab in enumerate(mol.ao_labels(fmt=None))}
for column, name in enumerate(("2py", "2px", "2px")):
    orbs[:, column] *= np.sign(orbs[index["O", name], column])
h_min = in_orbitals(w_full, orbs)
minimal = state_couplings(h_min)
minimal_bare = state_couplings(in_orbitals(w_bare, orbs))

# ---- quadrature of the defining operator grad V x p ----
grid = dft.gen_grid.Grids(mol)
grid.atom_grid = {symbol: (40, 146) for symbol in ("C", "O", "H")}
grid.prune = None
grid.build(with_non0tab=False)
points, weights = grid.coords, grid.weights
density = mf.make_rdm1()


def hartree_potential(where):
    return np.einsum("gij,ij->g", mol.intor("int1e_grids", grids=where),
                     density)


gradient = np.zeros((2, len(points)))      # x and y parts of grad V
for charge, centre in zip(mol.atom_charges(), mol.atom_coords()):
    offset = points - centre
    gradient += charge * (offset[:, :2]
                          / np.linalg.norm(offset, axis=1)[:, None]**3).T
for axis in range(2):
    shift = np.zeros(3)
    shift[axis] = 1e-3
    gradient[axis] += (hartree_potential(points + shift)
                       - hartree_potential(points - shift)) / 2e-3
values = mol.eval_gto("GTOval_sph_deriv1", points) @ orbs
quadrature = {}
for target in (PI, PISTAR):
    curl_z = (gradient[0] * values[2, :, target]
              - gradient[1] * values[1, :, target])
    quadrature[target] = SCALE * abs(np.sum(weights * values[0, :, N]
                                            * curl_z))
    # one per cent allows for the modest molecular quadrature grid
    assert abs(quadrature[target] / abs(h_min[2, N, target]) - 1) < 0.01

# ---- one-centre p-orbital sum against the complete element ----
zeta = {atom: abs(w_full[2, index[atom, "2py"], index[atom, "2px"]])
        for atom in ("O", "C")}
zeta_bare_O = abs(w_bare[2, index["O", "2py"], index["O", "2px"]])
assert zeta["O"] < zeta_bare_O
pairs_O = [abs(w_full[k, index["O", "2p" + "xyz"[(k + 1) % 3]],
                      index["O", "2p" + "xyz"[(k + 2) % 3]]])
           for k in range(3)]
assert max(pairs_O) / min(pairs_O) < 1.10   # field at O nearly spherical
parts, one_centre = {}, {}
for target in (PI, PISTAR):
    for atom in ("O", "C"):
        parts[atom, target] = (orbs[index[atom, "2py"], N]
                               * orbs[index[atom, "2px"], target]
                               * zeta[atom])
    one_centre[target] = abs(parts["O", target] + parts["C", target])
    # ten per cent allows for the neglected multi-centre terms
    assert abs(one_centre[target] / abs(h_min[2, N, target]) - 1) < 0.10
    assert abs(parts["O", target]) > abs(parts["C", target])

# ---- larger basis, then a planar molecule of lower symmetry ----
_, mf_large, orbs_large, _, w_large = solve(formaldehyde, "6-31g*")
larger = state_couplings(in_orbitals(w_large, orbs_large))
FORBIDDEN = [("S_n", "T_n"), ("S_pi", "T_pi"), ("S0", "T_pi")]
ALLOWED = [("S_n", "T_pi"), ("S_pi", "T_n"), ("S0", "T_n")]
for result in (minimal, larger):
    assert max(result[p] for p in FORBIDDEN) < 1e-4
    assert min(result[p] for p in ALLOWED) > 1.0

CO_F, CF, CH_F, OCF, OCH = 1.18, 1.34, 1.10, 123.0, 127.0
ang_f, ang_h = np.radians(OCF), np.radians(OCH)
formyl_fluoride = [["C", (0, 0, 0)], ["O", (0, 0, CO_F)],
                   ["F", (0, CF * np.sin(ang_f), CF * np.cos(ang_f))],
                   ["H", (0, -CH_F * np.sin(ang_h), CH_F * np.cos(ang_h))]]
_, mf_f, orbs_f, _, w_f = solve(formyl_fluoride, "6-31g*")
fluoride = state_couplings(in_orbitals(w_f, orbs_f))
ratio = fluoride["S0", "T_pi"] / fluoride["S0", "T_n"]
assert fluoride["S0", "T_pi"] > 1e-4 and ratio < 0.05

# ---- numbers for the text ----
print("S_n, T_n = n->pi* states; S_pi, T_pi = pi->pi* states")
print(f"H2CO geometry: CO {CO:.2f} angstrom, CH {CH:.2f} angstrom, "
      f"HCH {HCH:.0f} degrees")
print(f"H2CO RHF/STO-3G energy: {mf.e_tot:.6f} hartree")
for name, column, shell in (("n", N, "2py"), ("pi", PI, "2px"),
                            ("pi*", PISTAR, "2px")):
    print(f"coefficients of {shell} in {name}: "
          f"O {orbs[index['O', shell], column]:.4f}, "
          f"C {orbs[index['C', shell], column]:.4f}")
print(f"zeta_O, bare nuclei: {zeta_bare_O:.2f} cm^-1")
print(f"zeta_O, with Hartree screening: {zeta['O']:.2f} cm^-1")
print(f"zeta_C, with Hartree screening: {zeta['C']:.2f} cm^-1")
print("O 2p pairs yz, zx, xy (screened): "
      + ", ".join(f"{v:.2f}" for v in pairs_O) + " cm^-1")
for name, target in (("pi", PI), ("pi*", PISTAR)):
    print(f"h_z(n,{name}) one-centre part from O: "
          f"{parts['O', target]:.2f} cm^-1")
    print(f"h_z(n,{name}) one-centre part from C: "
          f"{parts['C', target]:.2f} cm^-1")
    print(f"|h_z(n,{name})| one-centre sum: {one_centre[target]:.2f} cm^-1")
    print(f"|h_z(n,{name})| all terms: "
          f"{abs(h_min[2, N, target]):.2f} cm^-1")
    print(f"|h_z(n,{name})| by quadrature: {quadrature[target]:.2f} cm^-1")
print("H2CO couplings, STO-3G, screened:")
for pair in ALLOWED:
    print(f"  {pair[0]} - {pair[1]}: {minimal[pair]:.2f} cm^-1")
print(f"  S_n - T_pi converted: "
      f"{minimal['S_n', 'T_pi'] * CM_TO_MEV:.3f} meV")
print(f"  S_n - T_pi with bare nuclei: "
      f"{minimal_bare['S_n', 'T_pi']:.2f} cm^-1")
print("  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: "
      f"{max(minimal[p] for p in FORBIDDEN):.0e} cm^-1")
print(f"H2CO RHF/6-31G* energy: {mf_large.e_tot:.6f} hartree")
print("H2CO couplings, 6-31G*, screened:")
for pair in ALLOWED:
    print(f"  {pair[0]} - {pair[1]}: {larger[pair]:.2f} cm^-1")
print("  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: "
      f"{max(larger[p] for p in FORBIDDEN):.0e} cm^-1")
print(f"HFCO geometry: CO {CO_F:.2f}, CF {CF:.2f}, CH {CH_F:.2f} angstrom")
print(f"HFCO angles: OCF {OCF:.0f}, OCH {OCH:.0f} degrees")
print(f"HFCO RHF/6-31G* energy: {mf_f.e_tot:.6f} hartree")
print("HFCO couplings, 6-31G*, screened:")
for pair in ALLOWED + [("S0", "T_pi")]:
    print(f"  {pair[0]} - {pair[1]}: {fluoride[pair]:.3f} cm^-1")
print(f"  ratio (S0 - T_pi)/(S0 - T_n): {ratio:.5f}")
print("done: every assertion held")
```

Printed output:

```
S_n, T_n = n->pi* states; S_pi, T_pi = pi->pi* states
H2CO geometry: CO 1.21 angstrom, CH 1.10 angstrom, HCH 116 degrees
H2CO RHF/STO-3G energy: -112.354145 hartree
coefficients of 2py in n: O 0.8703, C -0.1816
coefficients of 2px in pi: O 0.6741, C 0.6097
coefficients of 2px in pi*: O 0.7697, C -0.8217
zeta_O, bare nuclei: 168.46 cm^-1
zeta_O, with Hartree screening: 118.37 cm^-1
zeta_C, with Hartree screening: 37.03 cm^-1
O 2p pairs yz, zx, xy (screened): 117.45, 116.20, 118.37 cm^-1
h_z(n,pi) one-centre part from O: 69.45 cm^-1
h_z(n,pi) one-centre part from C: -4.10 cm^-1
|h_z(n,pi)| one-centre sum: 65.35 cm^-1
|h_z(n,pi)| all terms: 65.73 cm^-1
|h_z(n,pi)| by quadrature: 65.73 cm^-1
h_z(n,pi*) one-centre part from O: 79.30 cm^-1
h_z(n,pi*) one-centre part from C: 5.52 cm^-1
|h_z(n,pi*)| one-centre sum: 84.83 cm^-1
|h_z(n,pi*)| all terms: 82.25 cm^-1
|h_z(n,pi*)| by quadrature: 82.26 cm^-1
H2CO couplings, STO-3G, screened:
  S_n - T_pi: 32.87 cm^-1
  S_pi - T_n: 32.87 cm^-1
  S0 - T_n: 58.16 cm^-1
  S_n - T_pi converted: 4.075 meV
  S_n - T_pi with bare nuclei: 46.28 cm^-1
  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: 4e-13 cm^-1
H2CO RHF/6-31G* energy: -113.864328 hartree
H2CO couplings, 6-31G*, screened:
  S_n - T_pi: 44.93 cm^-1
  S_pi - T_n: 44.93 cm^-1
  S0 - T_n: 57.29 cm^-1
  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: 8e-14 cm^-1
HFCO geometry: CO 1.18, CF 1.34, CH 1.10 angstrom
HFCO angles: OCF 123, OCH 127 degrees
HFCO RHF/6-31G* energy: -212.744508 hartree
HFCO couplings, 6-31G*, screened:
  S_n - T_pi: 36.146 cm^-1
  S_pi - T_n: 36.146 cm^-1
  S0 - T_n: 69.261 cm^-1
  S0 - T_pi: 0.064 cm^-1
  ratio (S0 - T_pi)/(S0 - T_n): 0.00092
done: every assertion held
```
